# Mueller matrix of an isotropic reflector from psi and Delta

**Question**

I have an exercise on ellipsometry. A flat, isotropic, nondepolarising sample is described by $\psi$ and $\Delta$, where
$$\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}.$$
I must construct its Mueller matrix $M$, read off the normalised elements $N=-M_{12}/M_{11}$, $C=M_{33}/M_{11}$ and $S=M_{34}/M_{11}$, and verify that $N^2+C^2+S^2=1$.

The Jones matrix is easy: it is diagonal, with entries $r_p$ and $r_s$. But a Mueller matrix is real and acts on intensities, and I don't see how the phase $\Delta$ gets into it. My sign for $M_{34}$ also changes from one attempt to the next. Finally, what does the identity mean? If I got 0.99 for a film, would that tell me something about the sample? A numerical example would help.

**Answer**

The phase enters because some of the intensities are measured behind analysers that mix the $p$ and $s$ fields. The sign of $M_{34}$ depends on conventions, so those come first.

**Stokes components in terms of fields**

Let the real fields be $\mathrm{Re}(E_pe^{i\omega t})$ and $\mathrm{Re}(E_se^{i\omega t})$. In the incident and in the reflected beam, choose the unit vectors so that $\hat p\times\hat s$ points along the propagation. Leaving out a common intensity factor,
$$S_0=|E_p|^2+|E_s|^2,\qquad S_1=|E_p|^2-|E_s|^2 .$$

The component $S_2$ is the intensity behind a $+45^\circ$ analyser minus that behind a $-45^\circ$ analyser. These pass the amplitudes $(E_p\pm E_s)/\sqrt2$, so
$$S_2=\tfrac12|E_p+E_s|^2-\tfrac12|E_p-E_s|^2=2\,\mathrm{Re}(E_pE_s^*).$$

The component $S_3$ is the right-circular minus the left-circular intensity. The state $(1,i)/\sqrt2$ has real fields proportional to $(\cos\omega t,-\sin\omega t)$. This rotates clockwise as seen by the receiver, which I call right. The right and left analysers pass $(E_p\mp iE_s)/\sqrt2$, and therefore
$$S_3=\tfrac12|E_p-iE_s|^2-\tfrac12|E_p+iE_s|^2=-2\,\mathrm{Im}(E_pE_s^*).$$

Solving for the field products gives
$$|E_p|^2=\frac{S_0+S_1}{2},\quad |E_s|^2=\frac{S_0-S_1}{2},\quad E_pE_s^*=\frac{S_2-iS_3}{2}.$$
For partially polarised light these products are time averages. The relations are linear in them, so they still hold. The reflection step below multiplies these averages by $|r_p|^2$, $|r_s|^2$ and $r_pr_s^*$, which are taken as constant over the bandwidth.

**The upper block: intensities**

For a flat isotropic sample without optical activity, reflection in the plane of incidence is a symmetry. It leaves $p$ fields unchanged and reverses $s$ fields, so the two cannot mix:
$$E_p'=r_pE_p,\qquad E_s'=r_sE_s .$$

Define $R=(|r_p|^2+|r_s|^2)/2$, the reflectance for unpolarised light. Since $|r_p|=|r_s|\tan\psi$,
$$2R=|r_s|^2(1+\tan^2\psi)=\frac{|r_s|^2}{\cos^2\psi},$$
hence $|r_s|^2=2R\cos^2\psi$ and $|r_p|^2=2R\sin^2\psi$. The reflected sum and difference are
$$S_0'=R\sin^2\psi\,(S_0+S_1)+R\cos^2\psi\,(S_0-S_1)=R(S_0-\cos2\psi\,S_1),$$
$$S_1'=R\sin^2\psi\,(S_0+S_1)-R\cos^2\psi\,(S_0-S_1)=R(-\cos2\psi\,S_0+S_1).$$
With $N=-M_{12}/M_{11}$, this gives $N=\cos2\psi$.

**The lower block: the phase**

The mixed product is multiplied by
$$r_pr_s^*=|r_s|^2\tan\psi\,e^{i\Delta}=2R\sin\psi\cos\psi\,e^{i\Delta}=R\sin2\psi\,e^{i\Delta}.$$
Call this $R(C+iS)$, with $C=\sin2\psi\cos\Delta$ and $S=\sin2\psi\sin\Delta$. Then
$$S_2'-iS_3'=R(C+iS)(S_2-iS_3)=R\big[(CS_2+SS_3)+i(SS_2-CS_3)\big].$$
The real part gives $S_2'=R(CS_2+SS_3)$. The imaginary part equals $-S_3'$, so $S_3'=R(-SS_2+CS_3)$. Altogether,
$$M=R\begin{pmatrix}1&-N&0&0\\-N&1&0&0\\0&0&C&S\\0&0&-S&C\end{pmatrix}.$$

If you use $e^{-i\omega t}$ instead, every complex amplitude is conjugated and $\Delta$ changes sign. The real fields, and hence $M$, do not change. The same element $M_{34}/M_{11}$ must then be written $-\sin2\psi\sin\Delta$. Redefining which circular state counts as right also reverses the sign, this time in the matrix itself.

**The identity and its meaning**

Now the verification is short:
$$C^2+S^2=\sin^22\psi(\cos^2\Delta+\sin^2\Delta)=\sin^22\psi,$$
$$N^2+C^2+S^2=\cos^22\psi+\sin^22\psi=1.$$
Because $S$ enters squared, the identity cannot tell you whether its sign is right.

For the meaning, send in $+45^\circ$ light with Stokes vector $(1,0,1,0)$. It leaves as $R(1,-N,C,-S)$, with degree of polarisation
$$P=\frac{\sqrt{S_1'^2+S_2'^2+S_3'^2}}{S_0'}=\sqrt{N^2+C^2+S^2}.$$
The identity says that this light emerges fully polarised.

The converse holds for a physical matrix of the block form above. If the sum is 1, set $\psi=\tfrac12\arccos N$ and take $\Delta$ as the polar angle of the point $(C,S)$. The Jones matrix $\sqrt{2R}\,\mathrm{diag}(\sin\psi\,e^{i\Delta},\cos\psi)$ then reproduces $M$, so the reflector is nondepolarising. If the sum is below 1, the $+45^\circ$ input loses polarisation. A sum above 1 would require $P>1$, which is impossible.

Two limits are useful:

- If $r_s=0$ and $r_p\ne0$, then $\psi=90^\circ$, $N=-1$ and $C=S=0$. The phase $\Delta$ is undefined but not needed.
- At normal incidence the sample treats both field directions alike. With $\hat s$ kept fixed, the reversed propagation reverses $\hat p$, so $r_p=-r_s$. Then $\psi=45^\circ$, $\Delta=180^\circ$, $N=S=0$ and $C=-1$.

**A film as an example**

Take a film of index 1.5 and thickness $d=300$ angstrom on a substrate of index $4-0.2i$. The light comes from vacuum at $\theta=70^\circ$ with photon energy 3 eV. These are round model parameters. With $e^{i\omega t}$, the negative imaginary part of the index means absorption.

In atomic units the speed of light is $1/\alpha$, where $\alpha$ is the fine-structure constant, so $k_0=\alpha\omega$. Converted to the length unit used here, $k_0=0.0015203$ per angstrom.

Let $z$ point into the sample and $y$ along $\hat s$. Use $F=E_y$, $\eta=1$ for $s$ light and $F=H_y$, $\eta=\epsilon$ for $p$ light, where $\epsilon$ is the squared index. Continuity of the tangential electric and magnetic fields makes $F$ and $F'/\eta$ continuous. The ratio of reflected to incident $H_y$ is $r_p$, because $\hat k\times\hat p=\hat s$ in both vacuum beams.

The waves in a layer are $e^{\mp ik_0qz}$, with $q=\sqrt{\epsilon-\sin^2\theta}$ and $\mathrm{Im}\,q\le0$, so that the transmitted wave does not grow. Put $g=q/\eta$. At one interface between media $i$ and $j$, continuity requires
$$1+r_{ij}=t,\qquad g_i(1-r_{ij})=g_jt,$$
where $t$ is the transmitted amplitude of $F$. Eliminating it gives
$$r_{ij}=\frac{g_i-g_j}{g_i+g_j}.$$

In the film, let the forward wave have amplitude $a$ at the top. The wave returning from the substrate has amplitude $au$ there, with $u=r_{12}X$ and $X=e^{-2ik_0q_1d}$. Matching at the top gives
$$1+r=a(1+u),\qquad g_0(1-r)=g_1a(1-u).$$
Divide the second equation by the first and use $g_1/g_0=(1-r_{01})/(1+r_{01})$:
$$\frac{1-r}{1+r}=\frac{(1-r_{01})(1-u)}{(1+r_{01})(1+u)}.$$
Solving for $r$,
$$r=\frac{(1+r_{01})(1+u)-(1-r_{01})(1-u)}{(1+r_{01})(1+u)+(1-r_{01})(1-u)}=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.$$

Here $q_1=1.1692$, so the one-way phase is
$$k_0q_1d=0.0015203\times1.1692\times300=0.5333\ \text{rad}.$$
The interface coefficients are

- for $p$: $r_{01}=-0.2061$ and $r_{12}=0.3633-0.0204i$;
- for $s$: $r_{01}=-0.5474$ and $r_{12}=-0.5384+0.0188i$.

Inserting them into the film formula gives
$$r_p=-0.0734-0.3339i,\qquad r_s=-0.7556+0.2486i,$$
$$\frac{r_p}{r_s}=-0.0435+0.4275i .$$
The modulus of the ratio is $\tan\psi$, so $\psi=23.26^\circ$ (0.4059 rad). Its real part is negative and its imaginary part positive, which puts $\Delta$ in the second quadrant: $\Delta=95.81^\circ$ (1.6722 rad). Therefore
$$N=0.6882,\quad C=-0.0734,\quad S=0.7218,$$
$$0.4736+0.0054+0.5210=1.0000.$$
With $R=0.3748$, the matrix is
$$M=0.3748\begin{pmatrix}1&-0.6882&0&0\\-0.6882&1&0&0\\0&0&-0.0734&0.7218\\0&0&-0.7218&-0.0734\end{pmatrix}.$$
Positive $N$ means that $s$ light is reflected more strongly than $p$ light. For the $+45^\circ$ input, the reflected $S_3'=-RS$ is negative, so the outgoing ellipse is left-handed.

**What a sum of 0.99 could mean**

Suppose that half the illuminated area has thickness 250 angstrom and half 350 angstrom, and that the detector adds their intensities without interference. The Mueller matrices then add. Write $\mathbf u=(N,C,S)$ for each patch and $w_i=R_i/(R_1+R_2)$ for its share of the reflected intensity. The mixture has $\mathbf u=w_1\mathbf u_1+w_2\mathbf u_2$. Each patch obeys $|\mathbf u_i|=1$, and $w_1+w_2=1$, so
$$|\mathbf u|^2=w_1^2+w_2^2+2w_1w_2\,\mathbf u_1\cdot\mathbf u_2=1-2w_1w_2(1-\mathbf u_1\cdot\mathbf u_2).$$
Since $|\mathbf u_1-\mathbf u_2|^2=2-2\,\mathbf u_1\cdot\mathbf u_2$,
$$N^2+C^2+S^2=1-w_1w_2|\mathbf u_1-\mathbf u_2|^2 .$$

The film formula gives $\mathbf u_1=(0.7472,-0.1458,0.6485)$ and $\mathbf u_2=(0.6246,-0.0033,0.7810)$, with weights 0.5021 and 0.4979. The squared distance is 0.0529, and the sum becomes
$$1-0.5021\times0.4979\times0.0529=0.9868.$$
The $+45^\circ$ input now emerges with $P=0.9934$. So a value near 0.99 can come from a nonuniform film. In this two-patch example a thickness difference of 100 angstrom lowers the sum by only 0.013. A thickness spread uniformly between 250 and 350 angstrom lowers it by about 0.005. Around another mean thickness the same difference can give a much larger deficit, because $\mathbf u_1$ and $\mathbf u_2$ may then lie farther apart: for two patches around a mean of 870 angstrom the deficit is about 0.23. The deficit need not come from the sample at all. A uniform film also gives different $\mathbf u$ for different incidence angles or photon energies, and the detector adds these as intensities. For the uniform 300 angstrom film, incidence angles spread uniformly over $70^\circ\pm3^\circ$ give a sum of 0.988. For a uniform 10000 angstrom film, a band of $\pm0.03$ eV gives 0.974. So compare the deficit with your measurement error, and with what the angular spread and bandwidth of your instrument would produce, before blaming the film.

If the two reflected fields were superposed coherently with equal weights, their Jones matrices would add instead. The average of two diagonal matrices is diagonal, so the sum would return to 1. The loss comes from adding different polarisation states as intensities.

**When the three elements are not enough**

The derivation used a diagonal Jones matrix. An anisotropic sample aligned so that $p$ and $s$ do not mix obeys the same identity, so a sum of 1 does not prove isotropy.

With mixing, the sum can differ from 1 without any depolarisation. Take a real conversion amplitude $x$:
$$E_p'=r_pE_p+xE_s,\qquad E_s'=-xE_p+r_sE_s .$$
Pure $p$ and pure $s$ inputs of unit intensity give total intensities $|r_p|^2+x^2$ and $|r_s|^2+x^2$. These equal $M_{11}+M_{12}$ and $M_{11}-M_{12}$, so $M_{11}=R+x^2$ and $M_{12}=-RN$, where $N,C,S$ still denote the values without conversion. The mixed product is
$$E_p'E_s'^*=-xr_p|E_p|^2+r_pr_s^*E_pE_s^*-x^2E_sE_p^*+xr_s^*|E_s|^2 .$$
The first and last terms involve $S_0$ and $S_1$, so they feed the off-diagonal blocks. Twice the real part of the other two is $(RC-x^2)S_2+RS\,S_3$. Thus $M_{33}=RC-x^2$ and $M_{34}=RS$, and the sum read from the three elements is
$$\frac{R^2N^2+(RC-x^2)^2+R^2S^2}{(R+x^2)^2}=1-\frac{2Rx^2(1+C)}{(R+x^2)^2}.$$

Adding $x=0.1$ to the 300 angstrom example as a model parameter gives 0.9531. Yet one fixed Jones matrix still turns each fully polarised input into a single definite field, which is fully polarised because
$$(|E_p'|^2-|E_s'|^2)^2+4|E_p'E_s'^*|^2=(|E_p'|^2+|E_s'|^2)^2 .$$
Before reading a deficit as depolarisation, check that the off-diagonal blocks of your measured matrix vanish within its error.

Numbers in the example were calculated in double precision.
